# Dalgarno's interchange theorem and response errors in mixed second energy derivatives, part 1

(Sections cited here and not found follow in the later parts.)

## The interchange theorem for mixed second derivatives of the energy

A polar molecule is placed in a weak uniform electric field $F$. Its electrons shift, and the forces on the nuclei change in proportion to $F$. Alternatively the field is left at zero and one nucleus is moved a small distance $u$. The electrons again rearrange, and the dipole moment changes in proportion to $u$. The coefficient of the first effect is a force per unit field and that of the second a dipole per unit length. Both have the unit coulomb, and both are the same number, the dynamical charge of the nucleus, because both are the mixed derivative $-\partial^2E/\partial u\,\partial F$ of the energy. The off-diagonal force constants are mixed derivatives with respect to two displacements, and the coupling of internal coordinates to a strain is a mixed derivative with respect to a displacement and a strain.

For $M$ nuclei there are $3M$ displacements and only three field directions. It therefore matters whether the $3M\times3$ mixed derivatives require the change of the wavefunction under all $3M+3$ perturbations or only under the three fields. Dalgarno's interchange theorem says that either response alone is enough. A response is in practice obtained from an iterative solver or a limited set of functions, so a second question follows: how an error in the response is passed on to the derivative.

### Setting and conventions

The Hamiltonian $H(\lambda_a,\lambda_b)$ depends smoothly on two real parameters and is Hermitian for all their values. It acts on a finite-dimensional space whose basis does not depend on the parameters; the results also hold in infinite dimension for bounded perturbations of a level separated by a gap from the rest of the spectrum. One level is followed,

$$H(\lambda)\,|\psi(\lambda)\rangle=E(\lambda)\,|\psi(\lambda)\rangle,\qquad \langle\psi(\lambda)|\psi(\lambda)\rangle=1, \tag{1}$$

and it is assumed nondegenerate at $\lambda=0$, so that $E$ and, with a suitable phase, $\psi$ are smooth near $\lambda=0$. The unperturbed quantities $H_0$, $E_0$, $\psi_0$ are taken as exactly known. A subscript $a$ or $b$ denotes a partial derivative at $\lambda=0$: $H_a=\partial H/\partial\lambda_a$, $H_{ab}=\partial^2H/\partial\lambda_a\partial\lambda_b$, $\psi_a=\partial\psi/\partial\lambda_a$, and so on. These are derivatives and not coefficients of a power series. The Taylor expansion reads

$$E(\lambda)=E_0+E_a\lambda_a+E_b\lambda_b+\tfrac12E_{aa}\lambda_a^2+E_{ab}\lambda_a\lambda_b+\tfrac12E_{bb}\lambda_b^2+\dots, \tag{2}$$

so the diagonal terms carry a factor $\tfrac12$ and the mixed term does not. Treating the two kinds of term alike introduces a wrong factor of two. Since the parameters are real, the derivatives of a Hermitian $H$ are Hermitian. In SI units $E_{ab}$ is measured in joule divided by the units of $\lambda_a$ and $\lambda_b$.

Three abbreviations are used throughout:

$$P=1-|\psi_0\rangle\langle\psi_0|,\qquad A=H_0-E_0,\qquad |w_a\rangle=PH_a|\psi_0\rangle,\quad |w_b\rangle=PH_b|\psi_0\rangle. \tag{3}$$

$P$ projects on the space orthogonal to $\psi_0$, called the $P$ space. With the eigenstates $|n\rangle$ of $H_0$, $|0\rangle=\psi_0$, one has $A=\sum_{n\ne0}(E_n-E_0)|n\rangle\langle n|$. Hence $A$ is Hermitian, $A\psi_0=0$, $PA=AP=A$, and $A$ is invertible on the $P$ space because no $E_n-E_0$ with $n\neq0$ vanishes. If $\psi_0$ is the ground state, $A$ is also positive there, with smallest eigenvalue $\Delta=E_1-E_0$. Positivity is used only for bounds, and this is said where it happens. Two elementary facts are used repeatedly: for any vectors, $\langle u|v\rangle=\langle v|u\rangle^*$, and for Hermitian $A$, $\langle u|A|v\rangle=\langle v|A|u\rangle^*$. The real parts are therefore unchanged when $u$ and $v$ are swapped.

### The first-order response

Differentiating the normalization in (1) with respect to $\lambda_a$ gives $\langle\psi_a|\psi_0\rangle+\langle\psi_0|\psi_a\rangle=0$, that is

$$\mathrm{Re}\,\langle\psi_0|\psi_a\rangle=0. \tag{4}$$

The imaginary part depends on the phase of $\psi(\lambda)$, which (1) leaves free. Near $\lambda=0$ the overlap $\langle\psi_0|\psi(\lambda)\rangle$ is nonzero, so the phase can be chosen to make it real and positive. Its derivative $\langle\psi_0|\psi_a\rangle$ is then real, and by (4) it is zero:

$$\langle\psi_0|\psi_a\rangle=0,\qquad P\psi_a=\psi_a. \tag{5}$$

Differentiating $(H-E)\psi=0$ by the product rule gives

$$(H_0-E_0)|\psi_a\rangle+(H_a-E_a)|\psi_0\rangle=0. \tag{6}$$

Multiplying from the left by $\langle\psi_0|$ removes the first term, because $\langle\psi_0|A=0$, and leaves $E_a=\langle\psi_0|H_a|\psi_0\rangle$. Then $(H_a-E_a)|\psi_0\rangle=H_a|\psi_0\rangle-|\psi_0\rangle\langle\psi_0|H_a|\psi_0\rangle=PH_a|\psi_0\rangle=|w_a\rangle$, and (6) becomes the Sternheimer equation

$$A|\psi_a\rangle=-|w_a\rangle,\qquad\text{and likewise}\qquad A|\psi_b\rangle=-|w_b\rangle. \tag{7}$$

Both sides lie in the $P$ space, where $A$ is invertible, so (7) with (5) has exactly one solution. Taking the component along $|n\rangle$, $n\ne0$, gives $(E_n-E_0)\langle n|\psi_a\rangle=-\langle n|H_a|0\rangle$, so

$$|\psi_a\rangle=-\sum_{n\neq0}|n\rangle\frac{\langle n|H_a|0\rangle}{E_n-E_0}. \tag{8}$$

The vectors $w_a$ and $w_b$ cost one application of an operator to $\psi_0$. The responses $\psi_a$ and $\psi_b$ each cost the solution of a linear system, and that is the expensive part.

### The mixed derivative from one response

The argument that gave $E_a$ did not use $\lambda=0$. At any $\lambda$ near zero, differentiating $(H-E)\psi=0$ with respect to $\lambda_b$ and multiplying by $\langle\psi(\lambda)|$ gives the Hellmann–Feynman theorem as an identity between functions of $\lambda$:

$$\frac{\partial E}{\partial\lambda_b}(\lambda)=\Big\langle\psi(\lambda)\Big|\frac{\partial H}{\partial\lambda_b}(\lambda)\Big|\psi(\lambda)\Big\rangle. \tag{9}$$

Because it holds in a neighbourhood, it may be differentiated again. The derivative with respect to $\lambda_a$ acts on the bra, the operator and the ket:

$$E_{ab}=\langle\psi_a|H_b|\psi_0\rangle+\langle\psi_0|H_{ab}|\psi_0\rangle+\langle\psi_0|H_b|\psi_a\rangle. \tag{10}$$

The first and third terms are complex conjugates since $H_b$ is Hermitian, and their sum is $2\,\mathrm{Re}\langle\psi_a|H_b|\psi_0\rangle$. Inserting $1=P+|\psi_0\rangle\langle\psi_0|$ to the left of $H_b$,

$$\langle\psi_a|H_b|\psi_0\rangle=\langle\psi_a|w_b\rangle+\langle\psi_a|\psi_0\rangle\,E_b. \tag{11}$$

$E_b$ is real, so the real part of the last term vanishes by (4) for any choice of phase. With $\langle H_{ab}\rangle=\langle\psi_0|H_{ab}|\psi_0\rangle$,

$$E_{ab}=\langle H_{ab}\rangle+2\,\mathrm{Re}\langle\psi_a|w_b\rangle. \tag{12}$$

The response $\psi_b$ does not appear. The labels $a$ and $b$ could have been exchanged from (9) onward, and the order of differentiation of the smooth functions $E$ and $H$ is immaterial, so the same number is also given by $\langle H_{ab}\rangle+2\,\mathrm{Re}\langle\psi_b|w_a\rangle$.

The equality of the two forms can be seen without appeal to the symmetry of second derivatives. Replace $w_b$ by $-A\psi_b$ from (7), move the Hermitian $A$ onto the bra, and use (7) for $a$:

$$\langle\psi_a|w_b\rangle=-\langle\psi_a|A|\psi_b\rangle=-\langle A\psi_a|\psi_b\rangle=\langle w_a|\psi_b\rangle=\langle\psi_b|w_a\rangle^*. \tag{13}$$

The two matrix elements are complex conjugates. Their real parts agree, which is the interchange theorem:

$$E_{ab}=\langle H_{ab}\rangle+2\,\mathrm{Re}\langle\psi_a|w_b\rangle=\langle H_{ab}\rangle+2\,\mathrm{Re}\langle\psi_b|w_a\rangle=\langle H_{ab}\rangle-2\,\mathrm{Re}\langle\psi_a|A|\psi_b\rangle. \tag{14}$$

The imaginary parts are opposite, so the interchange applies to the real part only; the symbol $\mathrm{Re}$ may be dropped only when the matrix element is known to be real, for instance when $H$ and $\psi_0$ can be taken real, or when $a=b$. As a numerical illustration with dimensionless random complex Hermitian $8\times8$ matrices and $H_{ab}\ne0$, solving (7) gave $\langle\psi_a|w_b\rangle=0.036402+0.062027\,i$ and $\langle\psi_b|w_a\rangle=0.036402-0.062027\,i$, with $\langle H_{ab}\rangle=-0.267733$. Equation (14) gives $-0.267733+2(0.036402)=-0.194929$, and a finite difference of the lowest eigenvalue gave $-0.194928$; the last digit differs by the rounding of the inputs.

Inserting (8) into (12), with $\langle\psi_a|=-\sum_{n\ne0}\langle0|H_a|n\rangle\langle n|/(E_n-E_0)$ and $\langle n|w_b\rangle=\langle n|H_b|0\rangle$, gives the sum over states

$$E_{ab}=\langle H_{ab}\rangle-2\,\mathrm{Re}\sum_{n\ne0}\frac{\langle0|H_a|n\rangle\langle n|H_b|0\rangle}{E_n-E_0}. \tag{15}$$

This shows why one response suffices. The sum contains the inverse of $A$ once, between the two source vectors, as $-2\,\mathrm{Re}\langle w_a|A^{-1}|w_b\rangle$. The inverse may be applied to the left vector, which produces $\psi_a$, or to the right one, which produces $\psi_b$. For $a=b$ and $H_{aa}=0$, (15) divided by two is the ordinary second-order energy coefficient, negative for the ground state unless $w_a=0$, when it vanishes. For $a\ne b$ the numerators have no fixed sign, and neither has $E_{ab}$.

The same route gives more. Applying $\partial^n/\partial\lambda_a^n$ to (9) on the line $\lambda_b=0$ produces, by the product rule, only derivatives of $\psi$ with respect to $\lambda_a$ of order at most $n$. An energy derivative of total order $n+1$ that is of first order in $\lambda_b$ therefore needs no response to $b$ at all and responses to $a$ up to order $n$. This counting is the $n+1$ theorem, and (12) is its case $n=1$. It is weaker in order than the $2n+1$ theorem, which obtains all energy derivatives to order $2n+1$ from responses of order $n$, but that theorem needs the responses to every perturbation involved.

### The error of the one-response form

Suppose that only an approximation $\phi_a$ to $\psi_a$ is available. It is taken in the $P$ space, so

$$\phi_a=\psi_a+\delta_a,\qquad P\delta_a=\delta_a, \tag{16}$$

and likewise for $b$. Evaluating (12) with it defines the nonstationary form

$$N_a[\phi_a]=\langle H_{ab}\rangle+2\,\mathrm{Re}\langle\phi_a|w_b\rangle, \tag{17}$$

and $N_b[\phi_b]$ is defined with the labels exchanged. Splitting the bra according to (16), subtracting (12), and then using (7) for $w_b$,

$$N_a[\phi_a]-E_{ab}=2\,\mathrm{Re}\langle\delta_a|w_b\rangle=-2\,\mathrm{Re}\langle\delta_a|A|\psi_b\rangle. \tag{18}$$

This is exact, with no higher-order terms, because $N_a$ is a constant plus a real-linear function of $\phi_a$. Scaling $\delta_a$ by a real factor scales the error by the same factor, and reversing $\delta_a$ reverses it. The exact response is not a stationary point of $N_a$: the gradient of $N_a$ is $2w_b$ everywhere, and it vanishes only in the trivial case $w_b=0$, when $\psi_0$ is an eigenvector of $H_b$. The Cauchy–Schwarz inequality gives

$$|N_a-E_{ab}|\le2\,\|\delta_a\|\,\|w_b\|, \tag{19}$$

with equality when $\delta_a$ is a real multiple of $w_b$.

The error $\delta_a$ is not known in a calculation, but the residual of the Sternheimer equation is:

$$|r_a\rangle=A|\phi_a\rangle+|w_a\rangle=A|\psi_a\rangle+A|\delta_a\rangle+|w_a\rangle=A|\delta_a\rangle, \tag{20}$$

where the last step uses (7). Moving $A$ onto the bra in (18) gives

$$N_a-E_{ab}=-2\,\mathrm{Re}\langle r_a|\psi_b\rangle,\qquad |N_a-E_{ab}|\le2\,\|r_a\|\,\|\psi_b\|. \tag{21}$$

The response that the theorem allows one to skip thus returns as the weight with which the residual of the other enters the error. An iteration stopped at a residual ten times smaller has an error bound ten times smaller, not a hundred times; the actual error also depends on the direction of $r_a$ relative to $\psi_b$, which changes during an iteration, so it need not follow the bound step by step.

The statement that the error is linear holds for a general $\delta_a$, and (18) shows what the exceptions are. Only the component of $\delta_a$ along $w_b$ matters. If $\mathrm{Re}\langle\delta_a|w_b\rangle=0$, for instance because $\delta_a$ belongs to a different symmetry species from $w_b$, $N_a$ is exact however large $\delta_a$ is. A less obvious exception arises for Galerkin solutions, treated after the stationary form.

The projector in $w_b$ matters for approximate responses. If $\phi_a$ acquires a component $c\,\psi_0$ through rounding in a solver, (17) is unaffected since $\langle\psi_0|w_b\rangle=0$. The unprojected expression $2\,\mathrm{Re}\langle\phi_a|H_b|\psi_0\rangle$ is changed, according to (11), by $2\,\mathrm{Re}(c)\,E_b$. Because $A\psi_0=0$, such a component leaves the residual (20) untouched and cannot be detected from it.

Either first-order response alone gives the mixed derivative, but an error in that response generally enters the result linearly. What remains is the stationary form built from both responses, the Galerkin exception, self-consistent theories, the limits of the result and a worked example.
